# Cubic force constants of insulators from first-order density-functional responses: a program that tests the result

```python
# Result under test: the cubic force constants d3E/du_a du_b du_c of an insulator
# follow from ground-state orbitals and FIRST-order self-consistent responses:
#   2 sum_perm [ <psi_a|V_b|psi_c> - <psi_a|psi_c><psi|V_b|psi> ]
#   + sum_3 int n_a v_bc + int n v_abc + int f'''(n) n_a n_b n_c + ion-ion part.
# psi_a, n_a, V_a: first-order orbitals, density, self-consistent potential for
# displacement u_a; v: ionic potential; f: local exchange-correlation energy.
# Model: periodic 1D crystal, atoms A and B, two electrons per cell, Fourier grid.
# Internal units are Hartree atomic units. Independent road: finite differences
# of fully self-consistent energies, densities and forces.
from functools import reduce
from itertools import permutations
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import circulant, eigh
from scipy.optimize import brentq
from scipy.special import k0

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
AMU = const.atomic_mass / const.electron_mass
KB_EV = const.k / const.e
PERIOD = 0.5 / BOHR_NM
POINTS = 24                    # grid points per cell
SOFT = 1.0                     # softening length of the Coulomb interaction
ION_WIDTH, WELL_WIDTH, CORE_WIDTH = 0.8, 1.0, 1.5
XC_C, XC_B = 1.0, 2.0          # f(n) = -C n^2 / (1 + B n)
MASS = np.array([70.0, 14.0]) * AMU
TARGET_GAP_EV, TARGET_PHONON_EV = 3.4, 0.068
TEMPERATURE = 400.0


def xc(n, order):
    d = 1 + XC_B * n
    if order == 0:
        return -XC_C * n**2 / d
    if order == 1:
        return -XC_C / XC_B * (1 - 1 / d**2)
    if order == 2:
        return -2 * XC_C / d**3
    return 6 * XC_C * XC_B / d**4


def make_cell(cells, well, core):
    m, length = POINTS * cells, PERIOD * cells
    g = 2 * np.pi * np.fft.fftfreq(m, d=length / m)
    coulomb = np.zeros(m)
    coulomb[1:] = 2 * k0(np.abs(g[1:]) * SOFT)
    keep = np.ones(m)
    keep[m // 2] = 0
    root = np.sqrt(2 * np.pi)
    ion = -coulomb * np.exp(-g**2 * ION_WIDTH**2 / 2)
    dip = -well * WELL_WIDTH * root * np.exp(-g**2 * WELL_WIDTH**2 / 2)
    like = coulomb * np.exp(-g**2 * ION_WIDTH**2)
    rep = core * CORE_WIDTH * root * np.exp(-g**2 * CORE_WIDTH**2 / 2)
    return SimpleNamespace(
        cells=cells, m=m, h=length / m, g=g,
        kinetic=circulant(np.fft.ifft(g**2 / 2).real),
        hartree=circulant(np.fft.ifft(coulomb).real),
        ion_g=[keep * ion / length, keep * (ion + dip) / length],
        pair_g=[keep * like / length, keep * (like + rep) / length],
        x0=np.arange(2 * cells) * PERIOD / 2)   # A, B, A, B, ...


def ion_potentials(cell, pos, order):
    """Derivative of each ion's potential with respect to its own position."""
    cols = [cell.m * np.fft.ifft(cell.ion_g[i % 2] * (-1j * cell.g)**order
                                 * np.exp(-1j * cell.g * p)).real
            for i, p in enumerate(pos)]
    return np.array(cols).T


def ion_ion(cell, pos, order):
    """All derivatives of the ion-ion energy of the given order, as a tensor."""
    total = np.zeros((len(pos),) * order)
    for i in range(len(pos)):
        for j in range(i):
            coeff = cell.pair_g[(i - j) % 2] * (1j * cell.g)**order
            value = np.sum(coeff * np.exp(1j * cell.g * (pos[i] - pos[j]))).real
            sign = np.zeros(len(pos))
            sign[i], sign[j] = 1, -1
            total = total + value * reduce(np.multiply.outer, [sign] * order, 1.0)
    return total


def energy(cell, pos, orbitals):
    """Energy functional of any occupied set, orthonormalized first."""
    c = np.linalg.qr(orbitals)[0]
    n = 2 * np.sum(c**2, axis=1) / cell.h
    v = ion_potentials(cell, pos, 0).sum(axis=1)
    field = n @ v + 0.5 * n @ cell.hartree @ n + np.sum(xc(n, 0))
    return (2 * np.sum(c * (cell.kinetic @ c)) + cell.h * field
            + float(ion_ion(cell, pos, 0)))


def ground_state(cell, pos, start=None):
    n = np.full(cell.m, 2 / PERIOD) if start is None else start.copy()
    v = ion_potentials(cell, pos, 0).sum(axis=1)
    for _ in range(300):
        ham = cell.kinetic + np.diag(v + cell.hartree @ n + xc(n, 1))
        eps, c = eigh(ham)
        occ, emp = c[:, :cell.cells], c[:, cell.cells:]
        out = 2 * np.sum(occ**2, axis=1) / cell.h
        denom = eps[None, :cell.cells].T - eps[None, cell.cells:]
        prod = (occ[:, :, None] * emp[:, None, :]).reshape(cell.m, -1)
        chi = 4 / cell.h * (prod / denom.ravel()) @ prod.T
        kernel = cell.hartree + np.diag(xc(n, 2))
        diel = np.eye(cell.m) - chi @ kernel
        if np.max(np.abs(out - n)) < 2e-11:
            break
        step = np.linalg.solve(diel, out - n)
        n = n + step * min(1.0, 0.03 / np.max(np.abs(step)))
    else:
        raise RuntimeError("self-consistency not reached")
    return SimpleNamespace(n=out, occ=occ, emp=emp, denom=denom, chi=chi,
                           kernel=kernel, diel=diel, ham=ham, eps=eps,
                           gap=eps[cell.cells] - eps[cell.cells - 1])


def gradient(cell, pos, gs):
    return cell.h * gs.n @ ion_potentials(cell, pos, 1) + ion_ion(cell, pos, 1)


def responses(cell, pos, gs):
    v1 = ion_potentials(cell, pos, 1)
    n1 = np.linalg.solve(gs.diel, gs.chi @ v1)
    pot1 = v1 + gs.kernel @ n1
    c1 = np.array([gs.emp @ ((gs.emp.T @ (pot1[:, a, None] * gs.occ))
                             / gs.denom.T) for a in range(len(pos))])
    return SimpleNamespace(v1=v1, n1=n1, pot1=pot1, c1=c1)


def harmonic(cell, pos, gs, r):
    static = cell.h * gs.n @ ion_potentials(cell, pos, 2)
    return cell.h * r.n1.T @ r.v1 + np.diag(static) + ion_ion(cell, pos, 2)


def orbital_term(occ, c1, pot1):
    overlap = np.einsum("axi,cxj->acij", c1, c1, optimize=True)
    second = np.einsum("axi,cxi->acx", c1, c1, optimize=True)
    second = second - np.einsum("xi,acij,xj->acx", occ, overlap, occ, optimize=True)
    t = 2 * np.einsum("acx,xb->abc", second, pot1, optimize=True)
    return sum(t.transpose(p) for p in permutations(range(3)))


def cubic_terms(cell, pos, gs, r):
    eye = np.eye(len(pos))
    curve = cell.h * r.n1.T @ ion_potentials(cell, pos, 2)
    t = np.einsum("ab,bc->abc", curve, eye)
    static = cell.h * gs.n @ ion_potentials(cell, pos, 3)
    return {
        "orbital response": orbital_term(gs.occ, r.c1, r.pot1),
        "potential curvature": t + t.transpose(1, 0, 2) + t.transpose(1, 2, 0),
        "static density": np.einsum("a,ab,ac->abc", static, eye, eye),
        "third xc derivative": cell.h * np.einsum(
            "x,xa,xb,xc->abc", xc(gs.n, 3), r.n1, r.n1, r.n1, optimize=True),
        "ion-ion": ion_ion(cell, pos, 3)}


def full_cubic(cell, pos, start=None):
    gs = ground_state(cell, pos, start)
    return sum(cubic_terms(cell, pos, gs, responses(cell, pos, gs)).values())


def displaced_derivatives(cell, pos, gs, direction, step=0.02):
    """Fourth-order differences of self-consistent results along a direction."""
    e, g, n = {}, {0: gradient(cell, pos, gs)}, {}
    for k in (-2, -1, 1, 2):
        p = pos + k * step * direction
        s = ground_state(cell, p, gs.n)
        e[k], g[k], n[k] = energy(cell, p, s.occ), gradient(cell, p, s), s.n
    first = lambda f: (f[-2] - 8 * f[-1] + 8 * f[1] - f[2]) / (12 * step)
    second = (-g[-2] + 16 * g[-1] - 30 * g[0] + 16 * g[1] - g[2]) / (12 * step**2)
    return first(e), first(n), first(g), second


# Choose the two model parameters, then round them (well to 0.1 eV, core to 1 eV).
CELLS = 6


def gap_error(well):
    trial = make_cell(CELLS, well, 0.0)
    return ground_state(trial, trial.x0).gap - TARGET_GAP_EV / HARTREE_EV


well = round(brentq(gap_error, 0.2, 2.5, xtol=1e-5) * HARTREE_EV, 1) / HARTREE_EV
reduced = MASS[0] * MASS[1] / MASS.sum()
springs = []
for core_try in (0.0, 1.0):
    trial = make_cell(CELLS, well, core_try)
    s = ground_state(trial, trial.x0)
    f2 = harmonic(trial, trial.x0, s, responses(trial, trial.x0, s))
    springs.append(-f2[0, 1::2].sum())
wanted = reduced * (TARGET_PHONON_EV / HARTREE_EV)**2
core = (wanted - springs[0]) / (springs[1] - springs[0])
core = round(core * HARTREE_EV) / HARTREE_EV

cell = make_cell(CELLS, well, core)
pos = cell.x0
gs = ground_state(cell, pos)
resp = responses(cell, pos, gs)
phi2 = harmonic(cell, pos, gs, resp)
terms = cubic_terms(cell, pos, gs, resp)
phi3 = sum(terms.values())
rng = np.random.default_rng(7)
atoms = len(pos)

# The first-order orbitals satisfy the projected linear-response equation.
for a in range(2):
    left = gs.ham @ resp.c1[a] - resp.c1[a] * gs.eps[:CELLS]
    right = -gs.emp @ (gs.emp.T @ (resp.pot1[:, a, None] * gs.occ))
    assert np.max(np.abs(left - right)) < 1e-9

# Response formulas against self-consistent displaced crystals, two geometries.
worst = np.zeros(4)
for base in (pos, pos + 0.15 * rng.uniform(-1, 1, atoms)):
    s = ground_state(cell, base, gs.n)
    r = responses(cell, base, s)
    h2 = harmonic(cell, base, s, r)
    h3 = sum(cubic_terms(cell, base, s, r).values())
    for _ in range(3):
        d = rng.normal(size=atoms)
        d /= np.linalg.norm(d)
        de, dn, dg, ddg = displaced_derivatives(cell, base, s, d)
        errors = [abs(de - gradient(cell, base, s) @ d),
                  np.max(np.abs(dn - r.n1 @ d)), np.max(np.abs(dg - h2 @ d)),
                  np.max(np.abs(ddg - h3 @ d @ d))]
        worst = np.maximum(worst, errors)
assert np.all(worst < [1e-6, 1e-6, 1e-6, 2e-6]), worst

# Order of the energy error for frozen, first-order and altered trial orbitals.
push = np.zeros(atoms)
push[1] = 1.0
c1_push = resp.c1[1]
extra = gs.emp[:, :CELLS] @ (0.3 * rng.normal(size=(CELLS, CELLS)))


def trial_errors(lam):
    total = np.zeros(3)
    for t in (lam, -lam):
        p = pos + t * push
        exact = energy(cell, p, ground_state(cell, p, gs.n).occ)
        frozen = energy(cell, p, gs.occ)
        linear = energy(cell, p, gs.occ + t * c1_push)
        altered = energy(cell, p, gs.occ + t * c1_push + t**2 * extra)
        total += [frozen - exact, linear - exact, altered - linear]
    return total / 2


err_big, err_small = trial_errors(0.1), trial_errors(0.05)
orders = np.log2(np.abs(err_big / err_small))
assert np.all(err_big[:2] > 0)
assert np.all(np.abs(orders - [2, 4, 4]) < 0.15), orders

# Rotation among occupied orbitals, translation sum rules, crystal momentum.
rot = np.linalg.qr(rng.normal(size=(CELLS, CELLS)))[0]
rotated = orbital_term(gs.occ @ rot, resp.c1 @ rot, resp.pot1)
assert np.max(np.abs(rotated - terms["orbital response"])) < 1e-9
sum_rule = np.max(np.abs(phi3.sum(axis=2)))
assert np.max(np.abs(phi2.sum(axis=1))) < 1e-6 and sum_rule < 1e-5


def wave(q):
    return np.exp(2j * np.pi * q * np.arange(CELLS) / CELLS)


spectrum = np.abs(np.fft.fft(resp.n1[:, 1::2] @ wave(1)))
allowed = np.arange(cell.m) % CELLS == 1
assert spectrum[~allowed].max() < 1e-7 * spectrum[allowed].max()
blocks = phi3.reshape(CELLS, 2, CELLS, 2, CELLS, 2)


def phi3_q(q1, q2, q3):
    return np.einsum("aibjck,a,b,c->ijk", blocks, wave(q1), wave(q2), wave(q3),
                     optimize=True) / CELLS


conserving = np.abs(phi3_q(1, 1, -2)).max()
assert np.abs(phi3_q(1, 1, -1)).max() < 1e-6 * conserving


def modes(q):
    d = np.einsum("ibj,b->ij", phi2.reshape(CELLS, 2, CELLS, 2)[0], wave(q))
    d = d / np.sqrt(np.outer(MASS, MASS))
    w2, e = np.linalg.eigh((d + d.conj().T) / 2)
    return w2, e


assert all(modes(q)[0].min() > 0 for q in range(1, CELLS)), "unstable chain"
omega_opt = np.sqrt(modes(0)[0][1])
vectors, omegas = [], []
for q, branch in ((1, 0), (1, 0), (-2, 1)):
    w2, e = modes(q)
    omegas.append(np.sqrt(w2[branch]))
    vectors.append(e[:, branch] / np.sqrt(2 * MASS * omegas[-1]))
v3 = abs(np.einsum("ijk,i,j,k->", phi3_q(1, 1, -2), *vectors))

# Direct finite-difference values of the two printed constants.
fd_second = displaced_derivatives(cell, pos, gs, push)[3]
assert abs(fd_second[0] - phi3[0, 1, 1]) < 2e-6
assert abs(fd_second[3] - phi3[3, 1, 1]) < 2e-6

# Sizes of neglected effects.
pattern = np.zeros(atoms)
pattern[0], pattern[1] = MASS[1] / MASS.sum(), -MASS[0] / MASS.sum()
delta = 0.02
plus = full_cubic(cell, pos + delta * pattern, gs.n)
minus = full_cubic(cell, pos - delta * pattern, gs.n)
quartic = (plus - minus) @ pattern @ pattern @ pattern / (2 * delta)
cubic = phi3 @ pattern @ pattern @ pattern
kt = KB_EV * TEMPERATURE / HARTREE_EV
rms = np.sqrt(1 / (2 * reduced * omega_opt) / np.tanh(omega_opt / (2 * kt)))
quartic_ratio = abs(quartic * rms / (4 * cubic))
large = make_cell(10, well, core)
phi3_large = full_cubic(large, large.x0)
born, eps_inf, volume_nm3 = 2.7, 5.4, 0.023    # rough GaN-like inputs
polar = (born * const.e)**2 / (const.epsilon_0 * eps_inf * volume_nm3 * 1e-27
                               * reduced * const.electron_mass)
polar_ev2 = polar * (const.hbar / const.e)**2
omega_lo = np.sqrt((omega_opt * HARTREE_EV)**2 + polar_ev2)

unit = HARTREE_EV / BOHR_NM**3
print(f"lattice period: {PERIOD * BOHR_NM:.3f} nm; cells in supercell: {CELLS}")
print(f"grid spacing: {cell.h * BOHR_NM:.5f} nm")
print(f"softening length: {SOFT * BOHR_NM:.5f} nm")
print(f"ion charge width: {ION_WIDTH * BOHR_NM:.5f} nm")
print(f"well width on B: {WELL_WIDTH * BOHR_NM:.5f} nm")
print(f"core repulsion width: {CORE_WIDTH * BOHR_NM:.5f} nm")
print(f"xc parameter C: {XC_C * HARTREE_EV * BOHR_NM:.5f} eV nm")
print(f"xc parameter B: {XC_B * BOHR_NM:.5f} nm")
print(f"well depth on B: {well * HARTREE_EV:.1f} eV")
print(f"core repulsion strength: {core * HARTREE_EV:.0f} eV")
print(f"masses A, B: {MASS[0] / AMU:.0f}, {MASS[1] / AMU:.0f} u")
print(f"Kohn-Sham gap: {gs.gap * HARTREE_EV:.3f} eV")
print(f"zone-centre optical phonon: {omega_opt * HARTREE_EV * 1e3:.2f} meV")
for label, idx in (("A0 B0 B0", (0, 1, 1)), ("B1 B0 B0", (3, 1, 1))):
    for name, tensor in terms.items():
        print(f"{label} {name}: {tensor[idx] * unit:.2f} eV/nm^3")
    print(f"{label} total, first-order responses: {phi3[idx] * unit:.2f} eV/nm^3")
    print(f"{label} total, force differences: {fd_second[idx[0]] * unit:.2f} eV/nm^3")
    print(f"{label} total converted: {phi3[idx] * unit / 1000:.4f} eV/angstrom^3")
    print(f"{label} total, 10 cells: {phi3_large[idx] * unit:.2f} eV/nm^3")
print(f"largest cubic test deviation: {worst[3] * unit:.1e} eV/nm^3")
print(f"largest cubic sum-rule residue: {sum_rule * unit:.1e} eV/nm^3")
print(f"error order, frozen orbitals: {orders[0]:.3f}")
print(f"error order, first-order orbitals: {orders[1]:.3f}")
print(f"order of change by second-order admixture: {orders[2]:.3f}")
print(f"trial displacement of B0: {0.1 * BOHR_NM:.5f} nm")
print(f"energy error there, frozen: {err_big[0] * HARTREE_EV * 1e3:.4f} meV")
print(f"energy error there, first-order: {err_big[1] * HARTREE_EV * 1e3:.6f} meV")
print(f"acoustic phonon, q = 1/6 (2pi/a): {omegas[0] * HARTREE_EV * 1e3:.2f} meV")
print(f"optical phonon, q = 1/3 (2pi/a): {omegas[2] * HARTREE_EV * 1e3:.2f} meV")
print(f"sqrt(N)*|three-phonon element|: {v3 * HARTREE_EV * 1e3:.3f} meV")
print(f"temperature of use: {TEMPERATURE:.0f} K")
print(f"rms relative displacement: {rms * BOHR_NM:.5f} nm")
print(f"quartic/cubic energy at rms displacement: {quartic_ratio:.3f}")
print(f"thermal carrier factor exp(-gap/2kT): {np.exp(-gs.gap / (2 * kt)):.1e}")
print(f"optical phonon energy / gap: {omega_opt / gs.gap:.4f}")
print(f"rough polar inputs: Z*={born}, eps={eps_inf}, volume={volume_nm3} nm^3")
print(f"optical phonon with polar field, rough: {omega_lo * 1e3:.0f} meV")
print("all good")
```

It prints:

```
lattice period: 0.500 nm; cells in supercell: 6
grid spacing: 0.02083 nm
softening length: 0.05292 nm
ion charge width: 0.04233 nm
well width on B: 0.05292 nm
core repulsion width: 0.07938 nm
xc parameter C: 1.43996 eV nm
xc parameter B: 0.10584 nm
well depth on B: 19.3 eV
core repulsion strength: 106 eV
masses A, B: 70, 14 u
Kohn-Sham gap: 3.402 eV
zone-centre optical phonon: 67.88 meV
A0 B0 B0 orbital response: -2885.14 eV/nm^3
A0 B0 B0 potential curvature: -4132.04 eV/nm^3
A0 B0 B0 static density: 0.00 eV/nm^3
A0 B0 B0 third xc derivative: 696.69 eV/nm^3
A0 B0 B0 ion-ion: 35118.11 eV/nm^3
A0 B0 B0 total, first-order responses: 28797.62 eV/nm^3
A0 B0 B0 total, force differences: 28797.62 eV/nm^3
A0 B0 B0 total converted: 28.7976 eV/angstrom^3
A0 B0 B0 total, 10 cells: 28801.61 eV/nm^3
B1 B0 B0 orbital response: 1036.91 eV/nm^3
B1 B0 B0 potential curvature: -985.93 eV/nm^3
B1 B0 B0 static density: 0.00 eV/nm^3
B1 B0 B0 third xc derivative: -348.44 eV/nm^3
B1 B0 B0 ion-ion: -151.02 eV/nm^3
B1 B0 B0 total, first-order responses: -448.48 eV/nm^3
B1 B0 B0 total, force differences: -448.48 eV/nm^3
B1 B0 B0 total converted: -0.4485 eV/angstrom^3
B1 B0 B0 total, 10 cells: -449.64 eV/nm^3
largest cubic test deviation: 3.3e-04 eV/nm^3
largest cubic sum-rule residue: 1.4e-04 eV/nm^3
error order, frozen orbitals: 1.999
error order, first-order orbitals: 3.998
order of change by second-order admixture: 3.998
trial displacement of B0: 0.00529 nm
energy error there, frozen: 113.9439 meV
energy error there, first-order: 0.275487 meV
acoustic phonon, q = 1/6 (2pi/a): 14.94 meV
optical phonon, q = 1/3 (2pi/a): 71.14 meV
sqrt(N)*|three-phonon element|: 0.039 meV
temperature of use: 400 K
rms relative displacement: 0.00591 nm
quartic/cubic energy at rms displacement: 0.143
thermal carrier factor exp(-gap/2kT): 3.7e-22
optical phonon energy / gap: 0.0200
rough polar inputs: Z*=2.7, eps=5.4, volume=0.023 nm^3
optical phonon with polar field, rough: 92 meV
all good
```
